# Axial g-factor of adsorbed superoxide from pi-star splitting and spin-orbit coupling

An oxygen molecule that takes up one electron on an oxide surface becomes superoxide, \(\mathrm{O_2^-}\). It has one unpaired electron and can be seen by electron paramagnetic resonance. With the magnetic field along the O–O axis, its g-factor lies above the free-electron value, by an amount that depends on the adsorption site. The site acts through the electric field and bonding of the nearby cation, which separate two orbitals that are degenerate in the free ion. This appendix derives the relation between that separation and the axial g-factor, so that either can be computed from the other when the spin-orbit constant is known, and estimates the error of the relation.

## Model and conventions

The \(z\) axis is the O–O axis. The antibonding pair \(\pi^*_x,\pi^*_y\), written \(\pi_x,\pi_y\) below, holds three electrons. The surface acts on this pair as a real symmetric \(2\times2\) matrix. A rotation of the \(x\) and \(y\) axes makes it diagonal, and its mean value shifts all levels equally and is dropped. The axes are named so that \(\pi_y\) is the upper orbital, with energy \(+D/2\), and \(\pi_x\) the lower, with energy \(-D/2\), where \(D\ge0\).

The spin-orbit constant \(L>0\) multiplies the one-electron operator \(L\,\mathbf l\cdot\mathbf s\). Angular momenta are in units of \(\hbar\). The Zeeman energy of one electron is

\[
\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s),\qquad g_e=2.002319>0,
\]

and \(b=\mu_BB\) denotes the field in energy units.

Three assumptions define the model. Both orbitals keep their full orbital moment about \(z\), so there is no quenching by covalent mixing with the surface. All other orbitals are left out. The resonance takes place within the lowest pair of levels. The first two assumptions are relaxed further on.

## Operators within the pi-star pair

The orbitals have the form \(\pi_x=x f(\rho,z)\) and \(\pi_y=y f(\rho,z)\), where \(f\) is real and depends on \(x\) and \(y\) only through the distance \(\rho\) from the axis. The operator \(l_z=-i(x\partial_y-y\partial_x)\) gives zero on \(f\), so it acts on the prefactors alone:

\[
l_z\pi_y=-i\,\pi_x,\qquad l_z\pi_x=+i\,\pi_y .
\]

In the basis \((\pi_x,\pi_y)\) this is the Pauli matrix

\[
l_z=\tau_y=\begin{pmatrix}0&-i\\ i&0\end{pmatrix}.
\]

Its eigenstates \((\pi_x\pm i\pi_y)/\sqrt2\) have \(l_z=\pm1\). The operators \(l_x\) and \(l_y\) change \(l_z\) by one unit. Two states of the pair differ by zero or two units, so all matrix elements of \(l_x\) and \(l_y\) within the pair vanish.

The same argument removes the \(x\) and \(y\) parts of the spin-orbit operator of the axially symmetric ion. Its \(z\) part conserves \(l_z\) and changes sign under time reversal, so it has opposite values in the states \(l_z=\pm1\) and is proportional to \(\tau_y\). What remains is \(L\,l_zs_z\), and this defines \(L\) for the molecular pair.

## One-electron levels

For a field along \(z\), every term commutes with \(s_z\), and the spin projection \(s=\pm\tfrac12\) is a good quantum number. With \(\tau_z=\mathrm{diag}(1,-1)\), the Hamiltonian for given \(s\) is

\[
h_s=-\frac D2\tau_z+(b+Ls)\,\tau_y+g_ebs .
\]

The matrices \(\tau_z\) and \(\tau_y\) anticommute and each has unit square. The square of the first two terms is therefore the number \(D^2/4+(b+Ls)^2\), and the levels are

\[
\varepsilon_{s,\pm}=g_ebs\pm\sqrt{\frac{D^2}{4}+(b+Ls)^2}.
\]

## Three electrons

The four levels add up to zero: the square roots cancel for each \(s\), and the terms \(g_ebs\) cancel between the two spins. A state with three electrons thus has the energy \(-\varepsilon\) of the level left empty. The lowest state for each spin leaves \(\varepsilon_{s,+}\) empty. Since the full shell has no spin, the total projection is \(S=-s\). Substituting \(s=-S\) gives

\[
E_S=g_ebS-\sqrt{\frac{D^2}{4}+(b-LS)^2}.
\]

The sign of \(L\) relative to \(b\) is now opposite to that for one electron. This reversal makes the final shift positive.

Coulomb repulsion does not change the result. With three electrons, one orbital is doubly filled and the other singly filled. Let \(U\) be the repulsion within one orbital, \(U'\) that between the two orbitals, and \(J\) the exchange integral. Each of the four possible states then has repulsion energy \(U+2U'-J\). Moving a pair would require an empty orbital, and exchanging two opposite spins would require two singly filled ones, so neither process can occur. Integrals that move a single electron vanish by reflection symmetry in the free ion. At a site without this symmetry they add a real symmetric \(2\times2\) matrix for the hole, which is absorbed in \(D\) and in the choice of the \(x\) and \(y\) axes. If the surface makes the repulsion slightly different in the two orbitals, the difference adds to \(D\).

This fixes how \(D\) should be computed. It is the energy needed to move the hole from \(\pi_y\) to \(\pi_x\) with the nuclei fixed and without spin-orbit coupling. A difference between a filled and an empty orbital energy of a mean-field calculation is generally something else, because the two can contain different amounts of electron repulsion.

## The axial g-factor

Define

\[
F_\pm=\sqrt{D^2+(L\pm2b)^2}.
\]

The square root in \(E_S\) equals \(F_-/2\) for \(S=+\tfrac12\) and \(F_+/2\) for \(S=-\tfrac12\). The splitting is then

\[
E_{+1/2}-E_{-1/2}=g_eb+\frac{F_+-F_-}{2}.
\]

The difference of roots is rewritten with \(F_+^2-F_-^2=(L+2b)^2-(L-2b)^2=8bL\):

\[
\frac{F_+-F_-}{2}=\frac{F_+^2-F_-^2}{2(F_++F_-)}=\frac{4bL}{F_++F_-}.
\]

Division of the splitting by \(b\) gives the g-factor of the model at finite field,

\[
g_z(B)=g_e+\frac{4L}{F_++F_-}.
\]

This form is also the better one for code, since it avoids subtracting two nearly equal roots. As \(b\to0\), both roots tend to

\[
G=\sqrt{L^2+D^2},
\]

and the result is

\[
\boxed{\,g_z=g_e+\frac{2L}{\sqrt{L^2+D^2}}\,}
\]

The first field correction follows from a Taylor expansion of \(\sqrt{D^2+u^2}\) about \(u=L\), where its second derivative is \(D^2/G^3\). Odd terms cancel in the sum, so \(F_++F_-\simeq2G+4b^2D^2/G^3\), and

\[
g_z(B)\simeq g_e+\frac{2L}{G}-\frac{4LD^2b^2}{G^5}.
\]

## Where the shift comes from

At zero field, the empty orbital for missing spin \(s\) is the upper eigenvector of \(h_s\),

\[
\varphi_s=\cos\chi\,\pi_y-2si\sin\chi\,\pi_x,\qquad \tan2\chi=\frac LD .
\]

To verify this, write the eigenvalue as \(G/2\). The \(\pi_x\) row of the eigenvalue equation reads \((G/2+D/2)c_x=-iLs\,c_y\). Hence \(c_x/c_y=-2si\,L/(G+D)\), and \(L/(G+D)=\tan\chi\) is the half-angle formula for \(\tan2\chi=L/D\).

The orbital moment of \(\varphi_s\) is

\[
\langle l_z\rangle=2\,\mathrm{Re}\left[c_x^*(-i)c_y\right]=2s\sin2\chi=\frac{2sL}{G}.
\]

The filled shell has no orbital moment, so the three electrons carry the opposite of this. With \(s=-S\),

\[
\langle L_z\rangle=\frac{2SL}{G}.
\]

Spin-orbit coupling thus restores part of the orbital moment that the surface field has suppressed. With three electrons this moment is parallel to the spin. The two states \(S=\pm\tfrac12\) differ in \(\langle L_z\rangle\) by \(2L/G\), which is the shift of \(g_z\).

With one electron in the pair, the lower level is \(\varepsilon_{s,-}\), which contains \(b+Ls\) in place of \(b-LS\). The same algebra gives \(g_z=g_e-2L/G\). The electron count therefore has to be known before the sign is chosen.

## Field perpendicular to the axis

For a field along \(x\) or \(y\), the orbital Zeeman term vanishes within the pair, and the spin term \(g_ebS_x\) or \(g_ebS_y\) remains. It connects the two ground states. Each state is a full shell with one electron missing, and the full shell has no spin, so the matrix element of \(S_x\) has magnitude \(\tfrac12|\langle\varphi_{-1/2}|\varphi_{+1/2}\rangle|\). The overlap is

\[
\langle\varphi_{-1/2}|\varphi_{+1/2}\rangle=\cos^2\chi+(-i)(-i)\sin^2\chi=\cos2\chi=\frac DG .
\]

The splitting is twice the magnitude of the matrix element \(g_eb\,D/(2G)\), so that

\[
g_\perp=\frac{g_eD}{\sqrt{L^2+D^2}} .
\]

## Limits and inversion

For \(D=0\) the model gives \(g_z=g_e+2\) and \(g_\perp=0\). The ground states then have a full unit of orbital moment parallel to the spin, and a perpendicular field cannot connect them to first order.

For \(D\gg L\), expansion of the root gives

\[
g_z-g_e\simeq\frac{2L}{D}\left(1-\frac{L^2}{2D^2}\right),\qquad g_\perp\simeq g_e\left(1-\frac{L^2}{2D^2}\right).
\]

The axial shift is of first order in \(L/D\) and the perpendicular shift of second order. This is why the axial value is the sensitive measure of the site.

To obtain \(D\) from a measured shift \(\Delta g=g_z-g_e\), square \(\Delta g=2L/G\) to get \(\Delta g^2(L^2+D^2)=4L^2\). Hence

\[
D=L\sqrt{\frac{4}{\Delta g^2}-1},\qquad 0<\Delta g\le2 .
\]

The g-factor fixes only the ratio \(D/L\). A relative error in \(L\) becomes the same relative error in \(D\). For \(D\gg L\), a small relative error in \(\Delta g\) gives an equal and opposite one in \(D\).

Tabulated spin-orbit constants follow several conventions. The one required here can be recognized from the free ion: at \(D=0\) and \(b=0\), the three-electron levels lie at \(\pm L/2\), so \(L\) is the full splitting of the doublet \(\Pi\) term. If a source gives the signed constant \(A\) of that inverted term, then \(L=-A\).

## Worked example

Consider superoxide on a cation site of a magnesia-like surface, with the round values \(L=0.015\) eV and \(D=0.40\) eV. Both are illustrative. The chosen \(L\) is on the low side: the free-ion splitting is about 0.018 to 0.020 eV (Hartree–Fock values vary over roughly 0.0175 to 0.019 eV with the basis set), and with such an \(L\) the same axial shift would correspond to \(D\) near 0.5 eV. To infer \(D\) from a measured g-factor, \(L\) should be taken from data or a calculation for the ion, because the inferred \(D\) is proportional to it. The gap between the two pairs of levels is

\[
G=\sqrt{0.015^2+0.40^2}\ \text{eV}=0.4003\ \text{eV}.
\]

The orbital moment is \(L/G=0.0375\) in units of \(\hbar\), and

\[
g_z=2.00232+2(0.03747)=2.0773 .
\]

The large-\(D\) form gives a shift of 0.07500 instead of 0.07495, so it is sufficient here. The perpendicular value in the two-orbital model is 2.0009.

At a microwave frequency \(\nu=9.5\) GHz, the resonance condition \(h\nu=g\mu_BB\) puts the axial line at 326.8 mT. A free electron would resonate at 339.0 mT. The separation of about 12 mT is the quantity from which the splitting is inferred.

With \(L\) held at 0.015 eV, the formula gives:

| \(D\) (eV) | \(g_z\) |
|---|---|
| 0.1 | 2.299 |
| 0.2 | 2.152 |
| 0.4 | 2.077 |
| 0.8 | 2.040 |
| 1.2 | 2.027 |

The values flatten at large \(D\), where the shift falls as \(1/D\). A given uncertainty in \(g_z\) then means a larger uncertainty in \(D\).

## Orbitals outside the pair

A perturbation rule gives the leading effect of another orbital \(n\). Let the field point along axis \(i\), let \(S\) be the projection of the unpaired spin on that axis, and let \(m=|\langle n|l_i|\pi_y\rangle|^2\), with the same matrix element in the Zeeman and spin-orbit terms.

If \(n\) is filled and lies \(\epsilon\) below \(\pi_y\), only its electron with spin \(-S\) can move into the half-filled orbital. The energy changes by \(-m(b-LS)^2/\epsilon\). The part linear in both \(b\) and \(L\) is \(+2mbLS/\epsilon\), which shifts \(g_i\) by \(+2mL/\epsilon\).

If \(n\) is empty and lies \(\epsilon\) above \(\pi_y\), the unpaired electron itself can move into it. The energy changes by \(-m(b+LS)^2/\epsilon\), and \(g_i\) shifts by \(-2mL/\epsilon\). For \(n=\pi_x\), with \(m=1\) and \(\epsilon=D\), the first case reproduces the large-\(D\) shift.

**The sigma orbital.** The filled \(\sigma_g\) orbital is coupled to \(\pi_y\) by \(l_x\) and to \(\pi_x\) by \(l_y\). If it lies \(E=4\) eV below \(\pi_y\), a value assumed for illustration, the rule with \(m=1\), the value for atomic \(p\) orbitals, gives \(g_x\) an extra \(2L/E=0.0075\) and gives \(g_y\) nothing at this order.

For a fuller estimate, the three orbitals were given the angular-momentum matrices of an atomic \(p\) shell. This takes the moments about each atom, neglects overlap between the atoms and uses one isotropic \(L\). The resulting \(6\times6\) one-electron Hamiltonian was diagonalized numerically in a weak field. With five electrons the hole is in the highest level, so the splitting of the top two levels, divided by \(b\), is the g-factor. The results are \(g_x=2.0083\) and \(g_y=2.0010\), while \(g_z\) changes by \(-1.5\times10^{-4}\). The sigma orbital thus matters for the difference between the two perpendicular values and hardly at all for the axial one.

**Covalency.** Suppose that \(\pi_x\), which points towards the cation, mixes with an empty cation orbital. The filled mixed orbital keeps a weight \(1-w\) of \(\pi_x\) and lies \(D\) below \(\pi_y\). The empty partner has the remaining weight \(w\) and lies \(W\) above \(\pi_y\). The cation orbital is given no moment of its own. Here \(w\) is a model parameter for the loss of the \(l_z\) and spin-orbit matrix elements, not a cation population. Because the orbitals overlap, the two can differ widely: in Hartree–Fock orbitals of side-on Li or Mg superoxide a cation population of 0.05 to 0.07 in \(\pi_x\) goes with a reduction of the \(l_z\) matrix element of only about 1%. The assumption also fails for cations with accessible \(d\) orbitals, such as titanium, where both \(\pi_x\) and \(\pi_y\) can mix with \(d\) orbitals that \(l_z\) couples to each other. The rule, with \(m=1-w\) for the first and \(m=w\) for the second, gives

\[
g_z-g_e\simeq2L\left(\frac{1-w}{D}-\frac wW\right).
\]

For \(w=0.05\) and \(W=4\) eV, both rough, with \(D\) held at 0.40 eV, this is \(0.030\,(2.375-0.0125)=0.0709\). Numerical diagonalization of the three-orbital Hamiltonian for each spin, with three electrons in the lowest levels, gives \(g_z=2.07315\). The change from the unmixed value is \(-0.0041\).

If this g-factor were inserted in the inversion formula, the inferred splitting would be 0.423 eV instead of 0.40 eV, about 6% too large. Quenching of the orbital moment and a larger splitting both lower \(g_z\), and the axial value alone cannot tell them apart.

## Smaller corrections and spread

**Site disorder.** A range of \(\pm0.05\) eV around \(D=0.40\) eV spreads \(g_z\) from 2.069 to 2.088. This is a distribution of g-factors over sites, not an error of the formula, but it exceeds the covalent change in the example.

**Temperature.** The upper pair of levels lies \(G\) above the ground pair. At 300 K its relative population \(e^{-G/k_BT}\) is \(1.9\times10^{-7}\), so use of the ground pair alone is justified. This estimate does not cover thermal motion of the adsorbed ion, which can change \(D\) or turn the axis.

**Finite field.** At the axial resonance field, the correction \(-4LD^2b^2/G^5\) is \(-3.3\times10^{-10}\) and can be ignored.

**Relativistic mass.** The kinetic-energy correction \(-(\boldsymbol\sigma\cdot\mathbf p)^4/(8m^3c^2)\), with \(\mathbf p\) replaced by the momentum in the field, contains a product of \(p^2\) and the spin Zeeman term. It multiplies that term by \(1-T/(mc^2)\), where \(T=p^2/2m\). For a rough mean kinetic energy of 60 eV, \(g\) changes by \(-2.4\times10^{-4}\); a Hartree–Fock \(\pi^*\) orbital has nearer 73 eV, which gives about \(-2.9\times10^{-4}\). Other relativistic terms that depend on the field are not included.

## Relation to real surfaces

The axial shift \(g_z-g_e\) for superoxide on magnesia is roughly 0.08, and that on titania is lower, roughly 0.02. The example is therefore in the regime of magnesia, although its parameters were chosen as round numbers and not computed for a particular site. In the model, a lower \(g_z\) at fixed \(L\) means a larger \(D\). Of the neglected effects estimated here, the loss of orbital moment by covalent mixing is the largest for \(g_z\). In the example with \(D=0.40\) eV, 5% mixing moves \(g_z\) by about \(-0.004\), and stronger mixing at the same \(D\) moves it further. The size of the change depends on \(D\). Within this model and at a common \(L\), a ranking of sites by \(D\) from their g-factors is sound when, for every pair of sites, the changes of \(\Delta g\) caused by covalent mixing differ by less than the two values of \(\Delta g\) do. Sites with nearly equal g-factors can be put in the wrong order by a small difference in mixing. Where the condition is not met, the mixing has to be found separately. In the three-orbital model, the squared matrix element of \(l_z\) between the two orbitals gives the factor \(1-w\), while the term \(w/W\) also requires the energy of the empty orbital.

The formula does not apply once a second electron has been transferred. The ion is then a peroxide with four electrons in the pair, and in this model the filled pair has neither spin nor orbital moment. Nor does it apply if the ion couples magnetically to a neighbouring spin, or if it turns fast enough during the measurement to average the axial and perpendicular values.
